# Magnetic field that decouples the nuclear spins of a bialkali molecule

## The problem

A bialkali molecule is in its singlet-sigma electronic ground state, its lowest vibrational state and the rotational state $N=0$. Its nuclei have spins $I_1=3/2$ and $I_2=7/2$, with shielded $g$ factors $g_1=1.8$ and $g_2=0.7$. The scalar spin-spin coupling is $c\,\mathbf I_1\cdot\mathbf I_2$ with $c=7.0\times10^{-11}$ eV. These are round model parameters. A static magnetic field $B$ lies along $z$, and there is no electric field.

1. Find the levels at zero field and at high field.
2. Is there a finite field at which $m_1$ and $m_2$, the projections of the two nuclear spins, are good quantum numbers for every level?
3. Call the projections good to tolerance $\varepsilon$ if every eigenstate of definite total projection $m_1+m_2$ has weight at least $1-\varepsilon$ on a single product state $|m_1m_2\rangle$. Above which field $B_\varepsilon$ does this hold for $\varepsilon=0.01$?

The algebra is in atomic units, where $\hbar=1$ and the nuclear magneton is $\mu_N=1/(2m_p)$, with $m_p$ the proton mass in electron masses. Numbers are in eV and tesla, with $\mu_N=3.1525\times10^{-8}$ eV/T.

## First estimate by scaling

The scalar coupling exchanges one unit of projection between the nuclei. Such a flip changes the Zeeman energy by $(g_1-g_2)\mu_NB$ in magnitude, so the natural measure of the field is

$$x=\frac{(g_1-g_2)\mu_NB}{c}.$$

The field at $x=1$ is

$$B_1=\frac{7.0\times10^{-11}}{1.1\times3.1525\times10^{-8}}\ \text{T}=2.019\times10^{-3}\ \text{T}.$$

Decoupling to a small tolerance needs $x\gg1$. A flip has a matrix element of rough size $\tfrac12cI_1I_2$, if each ladder operator is counted as the length of its spin. Divided by the Zeeman cost $cx$, this gives an admixed amplitude $I_1I_2/(2x)$. A state with neither projection at its limit has two neighbours, one for each direction of the flip, so the weight lost from such a product state is about

$$p\sim2\left(\frac{I_1I_2}{2x}\right)^2=\frac{(I_1I_2)^2}{2x^2}.$$

With $I_1I_2=5.25$ and $p=0.01$ this gives $x\approx37$, or $B\approx0.075$ T.

## The exact solution

### Which couplings survive in $N=0$

Let $\mathbf n$ be the unit vector along the molecular axis. The nuclear quadrupole coupling of one nucleus is

$$H_Q=\frac{eqQ}{4I(2I-1)}\left[3(\mathbf I\cdot\mathbf n)^2-I(I+1)\right].$$

In $N=0$ all directions of $\mathbf n$ are equally likely, so $\langle n_an_b\rangle=\delta_{ab}/3$ and the bracket averages to $\mathbf I^2-I(I+1)=0$. The tensor spin-spin coupling, proportional to $\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)$, averages to zero in the same way. The spin-rotation and rotational Zeeman terms are linear in $\mathbf N$ and give zero on $N=0$.

In second order the quadrupole term must be checked, because $|eqQ|$ can far exceed $c$. Acting on $N=0$, $H_Q$ leads only to $N=2$, which lies $6B_{\rm rot}$ higher, where $B_{\rm rot}$ is the rotational constant. If the much smaller spin energies are neglected in the denominator, the shift is $-\langle H_Q^2\rangle/(6B_{\rm rot})$, averaged over $\mathbf n$. For one nucleus this average is a rotation-invariant operator in a single spin, hence a number. It shifts all levels equally and mixes nothing.

The number is the mean of $[3m^2-I(I+1)]^2$ over $m$, times the squared prefactor. For $I=3/2$ the bracket is $\pm3$, and the mean square is 9. For $I=7/2$ the bracket takes the values $21,3,-9,-15$, and the mean square is $(441+9+81+225)/4=189$. The shifts are therefore

$$-\frac{9\,(eqQ_1)^2}{6B_{\rm rot}\,12^2}=-\frac{(eqQ_1)^2}{96B_{\rm rot}},\qquad
-\frac{189\,(eqQ_2)^2}{6B_{\rm rot}\,84^2}=-\frac{(eqQ_2)^2}{224B_{\rm rot}}.$$

With model values $eqQ_1=-4\times10^{-9}$ eV, $eqQ_2=2\times10^{-10}$ eV and $B_{\rm rot}=2\times10^{-6}$ eV, their sum is $-8.34\times10^{-14}$ eV. Cross terms between different couplings can depend on the spin state. The largest, between the two quadrupole couplings, exceeds the shift from $eqQ_2$ alone ($-9\times10^{-17}$ eV), but it is much smaller than the total shift and than $c$, as the comparison below shows.

Up to a common energy, the Hamiltonian is then

$$H=c\,\mathbf I_1\cdot\mathbf I_2-\mu_NB(g_1I_{1z}+g_2I_{2z}).$$

### Zero field

Let $I$ be the quantum number of the total nuclear spin $\mathbf I_1+\mathbf I_2$. Squaring this sum and solving for the scalar product gives

$$E_I=\frac c2\left[I(I+1)-I_1(I_1+1)-I_2(I_2+1)\right].$$

The two subtracted terms are $3.75$ and $15.75$. For $I=2,3,4,5$ the energies are $-6.75c$, $-3.75c$, $0.25c$ and $5.25c$, that is, $-4.725$, $-2.625$, $0.175$ and $3.675$ in units of $10^{-10}$ eV.

### Blocks of fixed $M$

Write the coupling with ladder operators:

$$\mathbf I_1\cdot\mathbf I_2=I_{1z}I_{2z}+\tfrac12(I_{1+}I_{2-}+I_{1-}I_{2+}).$$

Each term conserves $M=m_1+m_2$. Putting $m_2=M-m_1$ into the Zeeman energy gives

$$H=-g_2\mu_NBM+c\left(\mathbf I_1\cdot\mathbf I_2-xI_{1z}\right).$$

The first term is constant within a block, so the eigenvectors depend on $x$ alone. Since $M$ is exact, $m_1$ and $m_2$ become good together.

This answers the second question. For $|M|<I_1+I_2$ every product state is coupled to at least one neighbour by a nonzero element that does not depend on $B$. It is therefore not an eigenstate at any finite field. The two stretched states, $M=\pm(I_1+I_2)$, are alone in their blocks and are exact product states at every field. If $g_1=g_2$, then $x=0$ at every field, the total nuclear spin stays good, and the nuclei never decouple.

Within a block the matrix is tridiagonal with nonzero off-diagonal elements. For a given eigenvalue, the first component of an eigenvector fixes all the others by recursion. There is thus one eigenvector per eigenvalue, and levels of equal $M$ never cross. Their order in energy connects each low-field level to its high-field label $(m_1,m_2)$.

### A block solved in closed form

For $M=I_1+I_2-1$ the basis is $|I_1,I_2-1\rangle$ and $|I_1-1,I_2\rangle$. In units of $c$, and without the constant $M$ term, the diagonal elements are

$$d_1=I_1(I_2-1)-xI_1,\qquad d_2=(I_1-1)I_2-x(I_1-1),$$

so $\delta=d_1-d_2=I_2-I_1-x$. The off-diagonal element is $\tfrac12\sqrt{2I_1}\sqrt{2I_2}=\sqrt{I_1I_2}$. The levels are

$$E_\pm=-g_2\mu_NBM+\frac c2\left[d_1+d_2\pm\sqrt{\delta^2+4I_1I_2}\right],$$

and the smaller of the two weights in either eigenstate is

$$p=\frac12\left(1-\frac{|\delta|}{\sqrt{\delta^2+4I_1I_2}}\right).$$

At zero field $\delta=2$ and $4I_1I_2=21$, so $p=\tfrac12(1-2/5)=0.30$. At $x=I_2-I_1=2$, which is $4.04\times10^{-3}$ T, $\delta$ vanishes and $p=0.50$. A weak field thus first increases the mixing in this pair, because the Zeeman energy cancels the difference of the diagonal coupling energies.

For $p=0.01$ the ratio $|\delta|/\sqrt{\delta^2+21}$ must be $0.98$. Then $\delta^2=0.9604\times21/0.0396=509$, $|\delta|=22.6$ and $x=24.6$, or $0.050$ T. Reversing all projections changes $x$ to $-x$, so the block $M=-4$ needs $x=20.6$, or $0.042$ T. These blocks do not set the limit for the whole manifold, as the following calculation shows.

### High field

For large $|x|$, take the diagonal energies $c(m_1m_2-xm_1)$ as the starting point and the flips as the perturbation. Define

$$\alpha=I_1(I_1+1)-m_1^2,\qquad\beta=I_2(I_2+1)-m_2^2.$$

The squared element to the state $(m_1+1,m_2-1)$ is $c^2A_+/4$, and that to $(m_1-1,m_2+1)$ is $c^2A_-/4$, with

$$A_+=(\alpha-m_1)(\beta+m_2),\qquad A_-=(\alpha+m_1)(\beta-m_2).$$

The energy of $(m_1,m_2)$ minus that of its neighbour, in units of $c$, is

$$m_1m_2-(m_1+1)(m_2-1)+x=x+m_1-m_2+1$$

for the first, and

$$m_1m_2-(m_1-1)(m_2+1)-x=-(x+m_1-m_2-1)$$

for the second. The lost weight is the sum of the squared first-order amplitudes:

$$p=\frac14\left[\frac{A_+}{(x+m_1-m_2+1)^2}+\frac{A_-}{(x+m_1-m_2-1)^2}\right]+O(x^{-4}).$$

The error has this order because two flips change $m_1$ by 0 or $\pm2$, never by $\pm1$. The amplitude on a neighbour is therefore next corrected by three flips, which is a relative change of order $x^{-2}$. States two flips away carry weight of order $x^{-4}$, and normalization also enters at that order.

Multiplying out gives $A_++A_-=2(\alpha\beta-m_1m_2)$ and $A_+-A_-=2(\alpha m_2-\beta m_1)$. To leading order,

$$p\approx\frac{\alpha\beta-m_1m_2}{2x^2}.$$

The second-order energy is $c(A_+-A_-)/(4x)$ to leading order, since the two denominators have opposite signs. Hence

$$E=c\,m_1m_2-\mu_NB(g_1m_1+g_2m_2)+\frac{c(\alpha m_2-\beta m_1)}{2x}+O(c\,x^{-2}).$$

### The worst state and the field

The condition must hold for the state with the largest $\alpha\beta-m_1m_2$. Put $u=|m_1|$ and $v=|m_2|$. Opposite signs give the larger value, $\alpha\beta+uv$. Raising $v$ by one lowers $\beta$ by $2v+1$, so the value changes by $-\alpha(2v+1)+u$. This is not positive, because $\alpha\ge I_1\ge u$. The same argument, with $\beta\ge I_2\ge v$, applies to $u$. The largest value is therefore reached at the smallest projections, here $\tfrac12$ and $\tfrac12$ with opposite signs. There $\alpha=3.5$ and $\beta=15.5$, and

$$K=\tfrac12(3.5\times15.5+0.25)=27.25.$$

Setting $K/x^2=\varepsilon$ gives the leading result

$$B_\varepsilon\approx\frac{|c|}{|g_1-g_2|\mu_N}\sqrt{\frac K\varepsilon}.$$

For $\varepsilon=0.01$ this is $x=52.2$ and $B=0.1054$ T.

The states $(-\tfrac12,+\tfrac12)$ and $(+\tfrac12,-\tfrac12)$ tie at leading order, and the denominators separate them. For $x>0$ the first has $A_+=4\times16=64$ over $x^2$ and $A_-=3\times15=45$ over $(x-2)^2$. The second has 64 over $x^2$ and 45 over $(x+2)^2$, so it loses less. For the first, $(x-2)^{-2}\approx x^{-2}(1+4/x)$ gives

$$\varepsilon\approx\frac K{x^2}\left(1+\frac{4r}x\right),\qquad r=\frac{45}{109}.$$

Solving for $x^2$ and taking the root to first order in $1/x$,

$$x_\varepsilon\approx\sqrt{\frac K\varepsilon}\left(1+\frac{2r}x\right)\approx\sqrt{\frac K\varepsilon}+2r=52.20+0.83=53.03.$$

Diagonalization of all blocks, without expansion, gives $x=52.86$. The answer to the third question is

$$B_{0.01}=0.1067\ \text{T}=4.539\times10^{-7}\ \text{atomic units}.$$

The worst state there is $(-\tfrac12,+\tfrac12)$, as predicted. This is about 2.15 times the field that suffices for the $M=4$ pair.

## Comparison

The scaling estimate, $0.075$ T, is 30% below the numerical field. To leading order it has the right dependence on $c$, $g_1-g_2$ and $\varepsilon$, but it replaces $\alpha\beta-m_1m_2=54.5$ by $(I_1I_2)^2=27.6$. A spin with a small projection has a squared transverse length near $I(I+1)$, not $I^2$. The root of the ratio, $\sqrt{54.5/27.6}=1.41$, turns $0.075$ T into the leading result, $0.105$ T. The bare field $B_1$ is far too weak to decouple the whole manifold: at $0.002$ T the largest lost weight is still $0.68$. It falls to $0.13$ at $0.03$ T and to $0.0114$ at $0.1$ T.

The leading formula is low by 1.2% at $\varepsilon=0.01$. The corrected $x$ is high by 0.3%. At $\varepsilon=0.1$ the leading value, 16.51, is closer to the numerical 16.77 than the corrected value, 17.33, so the added term is an improvement only for small enough $\varepsilon$. A tolerance of $0.001$ needs $0.335$ T, close to $\sqrt{10}$ times the 1% field.

The energy formula can be tried on the worst state at $0.1067$ T. There $\mu_NB=3.364\times10^{-9}$ eV, and the Zeeman term is $0.55\,\mu_NB=1.8500\times10^{-9}$ eV. The diagonal coupling adds $-0.25c=-0.0175\times10^{-9}$ eV. The second-order term adds $c(1.75+7.75)/(2\times52.86)=0.0063\times10^{-9}$ eV. The sum, $1.8388\times10^{-9}$ eV, differs from the diagonalized level, $1.8382\times10^{-9}$ eV, by about $0.01c$.

The reduction to $N=0$ was tested at the same field by diagonalizing $N=0$ and $N=2$ together, with both quadrupole couplings and a tensor coupling of $10^{-12}$ eV. The mean shift agrees with the second-order value, $-8.34\times10^{-14}$ eV. The levels scatter about it by at most $2.6\times10^{-15}$ eV, which is $4\times10^{-5}$ of $c$, and the largest lost weight remains $0.0100$.

An electric field can spoil this reduction by aligning the axis. If $P=\langle3n_z^2-1\rangle/2$ is the alignment along $z$, the average quadrupole term for $I_1=3/2$ is $(eqQ_1/12)P(3m_1^2-15/4)$, which splits $|m_1|=\tfrac12$ from $\tfrac32$ by $|eqQ_1P|/2$. With the value used here this equals $c$ already at $|P|=0.035$. The low-field levels are then changed, and an alignment tilted from $B$ also mixes different $m_1$. Near the 1% field, however, a splitting of $c$ is small against the Zeeman detuning of about $53c$. With this alignment along $B$, the denominator $x-2$ of the worst state becomes about $x-3$, and its lost weight rises only from $0.0100$ to about $0.0102$. $B_\varepsilon$ shifts appreciably only when $|eqQ_1P|/2$ is a sizeable fraction of $cx$. The numerical output below lists the zero-field levels, the $M=0$ levels at the 1% field and the threshold fields of the whole manifold.

## Computed results

```
spins I1, I2: 1.5, 3.5; g1, g2: 1.8, 0.7
scalar coupling c = 7.000e-11 eV
nuclear magneton = 3.152451e-08 eV/T
field at x = 1: 2.01863e-03 T
zero field, total spin 2: E = -4.7250e-10 eV
zero field, total spin 3: E = -2.6250e-10 eV
zero field, total spin 4: E = 1.7500e-11 eV
zero field, total spin 5: E = 3.6750e-10 eV
edge M = 4, minor weight at B = 0: 0.3000
edge equal-mixing field = 4.03726e-03 T
edge minor weight at that field: 0.5000
smallest gap inside a block on scan = 1.5983e-10 eV
largest lost weight at 0 T: 0.6786
largest lost weight at 0.002 T: 0.67792
largest lost weight at 0.01 T: 0.62612
largest lost weight at 0.03 T: 0.12860
largest lost weight at 0.1 T: 0.01140
largest lost weight at 0.3 T: 0.00125
K = 27.2500; A+ = 64.0, A- = 45.0
offset in x = 0.8257
eps 0.1: x numerical 16.7748, leading 16.5076, corrected 17.3333
  B numerical 0.03386 T, leading 0.03332 T
eps 0.01: x numerical 52.8568, leading 52.2015, corrected 53.0272
  B numerical 0.10670 T, leading 0.10538 T
eps 0.001: x numerical 165.8477, leading 165.0757, corrected 165.9014
  B numerical 0.33479 T, leading 0.33323 T
1% field = 0.10670 T = 4.53936e-07 atomic units
worst state there: m1 = -0.5, m2 = 0.5
M=0 level (+1.5,-1.5): -5.721809e-09 eV, lost weight 0.003722
M=0 level (+0.5,-0.5): -1.874302e-09 eV, lost weight 0.009398
M=0 level (-0.5,+0.5): 1.838179e-09 eV, lost weight 0.010000
M=0 level (-1.5,+1.5): 5.407933e-09 eV, lost weight 0.004326
error ratio on doubling x: weight 16.003, energy 4.025
B_rot = 2.00e-06 eV, tensor coupling = 1.00e-12 eV
eqQ1 = -4.00e-09 eV, eqQ2 = 2.00e-10 eV
common shift: full -8.34259e-14 eV, formula -8.34226e-14 eV
spread about common shift = 2.593e-15 eV
spread with eqQ1 alone = 5.250e-17 eV
largest lost weight at 1% field, full model: 0.010000
```
